# Depolarizing field of a short-circuited ferroelectric film with a dielectric layer

## Problem

A ferroelectric film 10 nm thick lies on top of one metal plate. A dielectric layer 0.5 nm thick separates it from a second metal plate. The film carries a uniform switchable polarization of $0.2\ \mathrm{C/m^2}$, which is $20\ \mathrm{\mu C/cm^2}$, normal to the layers. The relative permittivities are 30 for the ferroelectric and 3.9 for the dielectric. The plates are joined by a wire.

(a) Find the field in the ferroelectric.

(b) Find the field in the dielectric, the charge on the plates and the field energy per area.

(c) Decide whether a real film could be expected to stay in this state.

For (a) and (b), take the polarization as fixed, the metals as ideal with equal work functions, and the interface between the two layers as free of added charge. The permittivity 30 describes the linear response of the ferroelectric on top of its switchable polarization.

## Hints

1. The wire fixes the total voltage, not the field in each layer. What does zero total voltage say about the signs of the two fields?
2. The polarization stops at the inner interface. Which quantity is continuous there if no free charge is present?
3. You now have two linear equations for two fields. Eliminate the field in the dielectric.
4. For (c), compare each field with what its layer can stand, and ask what charge at the interface would do.

## Solution

### Conventions and the two equations

Let $z$ run from the ferroelectric towards the dielectric, with the polarization $P>0$ along $+z$. Subscripts $f$ and $d$ denote the ferroelectric and the dielectric, $t$ a thickness, $\varepsilon$ a relative permittivity and $E$ the $z$ component of a field. The layers are wide compared with their thickness and uniform in the plane, so each field is constant within its layer.

The displacements are

$$D_f=\varepsilon_0\varepsilon_f E_f+P,\qquad D_d=\varepsilon_0\varepsilon_d E_d .$$

Gauss's law across the inner interface gives $D_d-D_f=\sigma_i$, where $\sigma_i$ is the free charge per area there. It is zero in (a) and (b), but keeping it costs nothing and will serve in (c). Thus

$$\varepsilon_0\varepsilon_d E_d-\varepsilon_0\varepsilon_f E_f=P+\sigma_i. \tag{1}$$

The right side shows that the end of the polarization acts as a positive bound charge $P$ at the interface.

Let $V$ be the potential of the plate next to the ferroelectric minus that of the other plate. Adding the voltage drops along $+z$ gives

$$E_f t_f+E_d t_d=V. \tag{2}$$

For a short circuit with equal work functions, $V=0$. The fields then have opposite signs: both point away from the positive bound charge.

### Elimination

From (2), $E_d=(V-E_f t_f)/t_d$. Put this into (1), and multiply by $t_d/\varepsilon_0$ to clear the fraction:

$$\varepsilon_d V-\varepsilon_d t_f E_f-\varepsilon_f t_d E_f=\frac{(P+\sigma_i)t_d}{\varepsilon_0}.$$

Collecting the terms in $E_f$ gives

$$E_f=\frac{\varepsilon_d V-(P+\sigma_i)t_d/\varepsilon_0}{\varepsilon_d t_f+\varepsilon_f t_d}. \tag{3}$$

With $V=\sigma_i=0$,

$$E_f=-\frac{P\,t_d}{\varepsilon_0(\varepsilon_d t_f+\varepsilon_f t_d)},\qquad E_d=-\frac{t_f}{t_d}E_f. \tag{4}$$

The minus sign means that the field in the ferroelectric opposes the polarization, hence the name depolarizing field.

### (a) The field in the ferroelectric

The two terms of the denominator are

$$\varepsilon_d t_f=3.9\times10\ \mathrm{nm}=39\ \mathrm{nm},\qquad \varepsilon_f t_d=30\times0.5\ \mathrm{nm}=15\ \mathrm{nm}.$$

Therefore

$$E_f=-\frac{0.2\times0.5\times10^{-9}}{8.854\times10^{-12}\times54\times10^{-9}}\ \mathrm{V/m}
=-2.09\times10^{8}\ \mathrm{V/m}.$$

Since $1\ \mathrm{MV/cm}=10^8\ \mathrm{V/m}$, the depolarizing field has magnitude $2.1\ \mathrm{MV/cm}$.

Two limits show what sets this value. If the dielectric is removed, $t_d\to0$ and $E_f\to0$: ideal plates in direct contact supply charge that cancels the bound charge at both faces. If the dielectric is made very thick, the term $\varepsilon_f t_d$ dominates the denominator and

$$E_f\to-\frac{P}{\varepsilon_0\varepsilon_f}=-7.53\ \mathrm{MV/cm}.$$

This is the open-circuit value, for which $D=0$ and the plates supply no charge. The ratio of the actual field to this limit is $15/54=0.278$. A dielectric twenty times thinner than the film thus brings back more than a quarter of the open-circuit field. What counts is the ratio of $t_d/\varepsilon_d$ to $t_f/\varepsilon_f$, and the low permittivity of the thin layer raises its weight.

### Which polarization is meant

The result depends on how the polarization is defined. The total polarization of the ferroelectric includes its linear response:

$$P_{\rm tot}=D_f-\varepsilon_0E_f=P+\varepsilon_0(\varepsilon_f-1)E_f.$$

In the state just found it is $14.6\ \mathrm{\mu C/cm^2}$, below $P$ because the field opposes $P$. If the value $20\ \mathrm{\mu C/cm^2}$ were instead the total polarization in the stack, the displacement would be $D_f=\varepsilon_0E_f+P_{\rm tot}$. The algebra above would then hold with $\varepsilon_f$ replaced by 1:

$$E_f=-\frac{P_{\rm tot}t_d}{\varepsilon_0(\varepsilon_d t_f+t_d)}=-2.86\ \mathrm{MV/cm}.$$

The two definitions agree at zero field. A polarization known for the film at zero internal field is therefore the $P$ of equation (4), provided that the response to the depolarizing field is linear with permittivity 30.

### (b) Dielectric field, plate charge and energy

Equation (4) gives

$$E_d=\frac{10}{0.5}\times2.091\ \mathrm{MV/cm}=41.8\ \mathrm{MV/cm}.$$

The voltage drops are $-2.09\ \mathrm{V}$ across the ferroelectric and $+2.09\ \mathrm{V}$ across the dielectric, so their sum vanishes although neither layer is free of field.

The charge per area on the plate next to the ferroelectric equals $D$, because the field inside the metal is zero:

$$D=P+\varepsilon_0\varepsilon_fE_f=14.4\ \mathrm{\mu C/cm^2}.$$

The other plate carries the opposite charge. The plates thus supply 72% of the charge density $P$. The missing part is what leaves a field in the ferroelectric.

The field energy per area, including the energy stored in the linear response of both layers, is

$$U=\frac{\varepsilon_0}{2}\left(\varepsilon_fE_f^2t_f+\varepsilon_dE_d^2t_d\right).$$

Use $E_dt_d=-E_ft_f$ in the second term and take out the common factor:

$$U=\frac{E_ft_f}{2}\left(\varepsilon_0\varepsilon_fE_f-\varepsilon_0\varepsilon_dE_d\right)
=-\frac{P E_f t_f}{2}=\frac{P|E_f|t_f}{2}. \tag{5}$$

The middle step uses (1) with $\sigma_i=0$. The numerical value is $0.209\ \mathrm{J/m^2}$. It is the electrostatic price of keeping the film uniformly polarized.

### (c) Can the state persist?

The numbers resemble a doped hafnium oxide film on a thin layer like silicon oxide. For such materials, a coercive field of 1 MV/cm and a dielectric breakdown field of 10 MV/cm are rough typical values. The breakdown value belongs to oxide films at least several nanometres thick. A layer of 0.5 nm may stand a higher field, so the limit is only a guide here. The depolarizing field is about twice the first, and the field in the dielectric is about four times the second. The calculated state is a correct solution of the stated model, but its assumptions of fixed polarization and an uncharged interface cannot be relied on in a real stack. The film may switch back in part, break into domains, or collect charge at the interface.

**Interface charge.** Suppose that electrons compensate a fraction $c$ of the bound charge, so that $\sigma_i=-cP$. At $V=0$, equation (3) shows that both fields are multiplied by $1-c$. To bring a field of magnitude $|E|$ down to a limit $E_{\rm lim}$, the required fraction is

$$c=1-\frac{E_{\rm lim}}{|E|}.$$

For the coercive limit in the ferroelectric, $c=1-1/2.091=0.52$. For the breakdown limit in the dielectric, $c=1-10/41.83=0.76$. The second condition is the stricter one. It needs a trapped electron density of

$$\frac{0.761\times0.2\ \mathrm{C/m^2}}{e}=9.5\times10^{13}\ \mathrm{cm^{-2}}.$$

The depolarizing field is then about $0.24\times2.1=0.5\ \mathrm{MV/cm}$, a quarter of the ideal answer. Without such charge, the same two limits would allow a uniform polarization of 9.6 and $4.8\ \mathrm{\mu C/cm^2}$ respectively, with the thicknesses and permittivities unchanged.

**Tunnelling.** Electrons can reach the interface through the dielectric. Take a barrier $\phi=3.1$ eV at the metal and a tunnelling mass $m$ of half the free-electron mass, both rough values. The interface is at the higher potential, so for an electron at the Fermi level the barrier falls with distance $x$ from the metal as $\phi-eE_dx$. It is still about 1 eV at the interface. The semiclassical (WKB) exponent is

$$S=\frac{2}{\hbar}\int_0^{t_d}\sqrt{2m(\phi-eE_dx)}\,dx .$$

With $u=\phi-eE_dx$ and $dx=-du/(eE_d)$, the integral of $\sqrt u$ gives

$$S=\frac{4\sqrt{2m}}{3\hbar eE_d}\left[\phi^{3/2}-(\phi-eE_dt_d)^{3/2}\right]=5.1 .$$

The transmission is $e^{-S}\approx6\times10^{-3}$, so the layer is a poor barrier. This is an order of magnitude, since the semiclassical formula is crude for so thin a layer. Lasting compensation also requires electron states at the interface, which the transmission does not count. Their energy matters as well as their number. With equal work functions, electrons from the plate fill only states that the remaining voltage $(1-c)\times2.09$ V pulls below the Fermi level. Reaching $c=0.76$ leaves 0.5 V across the layer, so it needs states no more than 0.5 eV above the Fermi level at zero voltage. States 1.5 eV above it would stop filling at $c=1-1.5/2.09=0.28$.

**Work functions.** If the plates differ in work function, joining them equalizes their Fermi levels but leaves an electrostatic voltage $V$ across the stack. By (3), it shifts $E_f$ by $\varepsilon_dV/(\varepsilon_dt_f+\varepsilon_ft_d)$. For an assumed difference of 0.5 V this is

$$\frac{3.9\times0.5\ \mathrm{V}}{54\ \mathrm{nm}}=0.036\ \mathrm{V/nm}=0.36\ \mathrm{MV/cm}.$$

The field becomes $-1.73$ or $-2.45\ \mathrm{MV/cm}$, depending on which plate has the larger work function.

**Thickness of the dielectric.** With everything else fixed, a layer of 0.4 nm gives $-1.77\ \mathrm{MV/cm}$ and one of 0.6 nm gives $-2.38\ \mathrm{MV/cm}$. A change of 0.1 nm, less than an atomic spacing, moves the answer by about 15%. The bulk permittivity 3.9 is itself an assumption for so thin a layer.

Thinning the dielectric does not relieve the field inside it. From (4),

$$E_d=\frac{Pt_f}{\varepsilon_0(\varepsilon_dt_f+\varepsilon_ft_d)},$$

which rises towards $P/(\varepsilon_0\varepsilon_d)$ as $t_d\to0$. The voltage across the layer vanishes in this limit, but the field does not.

In a transistor, one metal plate is replaced by a semiconductor. Its band bending adds a voltage drop that depends on doping and on the sign of the polarization, and the present numbers do not include it. Interface charge can change the answer strongly: at full compensation the depolarizing field of the uniform state disappears. That requires $P/e=1.2\times10^{14}\ \mathrm{cm^{-2}}$ electrons in states that lie at or below the Fermi level when no voltage is left across the dielectric.

## Variation 1: metals that screen over a finite depth

**Question.** Let the charge in each metal spread over a screening length $\lambda=0.05$ nm, with relative permittivity $\varepsilon_m=1$ for the metal's bound electrons. These are rough values. How do the fields change at the same $P$?

**Solution.** In linear Thomas–Fermi screening, the potential measured from the bulk of the metal decays as $\varphi_s e^{-x/\lambda}$ with depth $x$. The field at the surface has magnitude $|\varphi_s|/\lambda$. Continuity of $D$ then gives $|D|=\varepsilon_0\varepsilon_m|\varphi_s|/\lambda$. Along $+z$, each metal therefore adds a voltage drop

$$\frac{D\lambda}{\varepsilon_0\varepsilon_m},$$

with the sign of $D$, just as a thin dielectric layer would. The dielectric itself contributes $E_dt_d=Dt_d/(\varepsilon_0\varepsilon_d)$. The loop condition becomes

$$E_ft_f+\frac{D s}{\varepsilon_0}=0,\qquad s=\frac{t_d}{\varepsilon_d}+\frac{2\lambda}{\varepsilon_m}.$$

Insert $D=\varepsilon_0\varepsilon_fE_f+P$ and collect the terms in $E_f$:

$$E_f=-\frac{P s}{\varepsilon_0(t_f+\varepsilon_f s)}.$$

For $\lambda=0$ this returns (4), after numerator and denominator are multiplied by $\varepsilon_d$. Here $s=0.128+0.100=0.228$ nm, so the two metals count for almost as much as the dielectric. The result is

$$E_f=-3.06\ \mathrm{MV/cm},\qquad E_d=34.4\ \mathrm{MV/cm}.$$

Relative to ideal plates, the depolarizing field grows by 46%, while the field in the dielectric falls by 18%. The reason is that the metals now take part of the voltage, so less charge $D$ is drawn to the plates. Even without a dielectric, $s=2\lambda/\varepsilon_m$ remains, and a depolarizing field with it.

The drop in each metal is $\varepsilon_dE_d\lambda/\varepsilon_m=3.9\times3.44\ \mathrm{V/nm}\times0.05\ \mathrm{nm}=0.67$ V. Linear screening requires the corresponding energy to be small compared with the Fermi energy of the metal. For a Fermi energy of several electronvolts this is a fair approximation, not a precise one.

## Variation 2: stripes of opposite polarization

**Question.** Return to ideal metals. Let the film split into equal stripes 5 nm wide, with polarization alternately $+P$ and $-P$. How much electrostatic energy is saved?

**Solution.** Let $x$ now run in the plane, across the stripes, and let $w$ be their width. The period is $2w$, and the square wave has the Fourier series

$$P(x)=\sum_{n\ \mathrm{odd}}a_n\sin k_nx,\qquad a_n=\frac{4P}{\pi n},\qquad k_n=\frac{n\pi}{w}.$$

Place the plates at $z=0$ and $z=t_f+t_d$, both at zero potential. The polarization does not vary with $z$ inside the film, so there is no bound charge in its interior. With isotropic permittivities, the potential of each harmonic obeys Laplace's equation in both layers. If its amplitude at the interface is $\Phi$, the solutions that vanish on the plates are

$$\Phi\,\frac{\sinh kz}{\sinh kt_f}\sin kx,\qquad
\Phi\,\frac{\sinh k(t_f+t_d-z)}{\sinh kt_d}\sin kx .$$

Their fields at the interface are $E_f=-k\Phi\coth(kt_f)\sin kx$ and $E_d=+k\Phi\coth(kt_d)\sin kx$. Equation (1) with $\sigma_i=0$ then gives $\Phi=a_nG(k_n)$, where

$$G(k)=\frac{1}{\varepsilon_0k\left[\varepsilon_f\coth(kt_f)+\varepsilon_d\coth(kt_d)\right]}.$$

The energy is half the bound charge times the potential. The charge at the metal sits at zero potential and contributes nothing, and the plane average of $\sin^2$ is one half. Hence

$$U_{\rm s}=\frac14\sum_{n\ \mathrm{odd}}a_n^2\,G(k_n).$$

For very wide stripes, $k\coth kt\to1/t$. Also $\sum_{n\ \rm odd}n^{-2}=\pi^2/8$, so $\sum a_n^2=2P^2$. The energy then tends to $P^2G(0)/2$, which is (5). At finite width, $k\coth kt>1/t$, because $\tanh y<y$ for $y>0$. Every harmonic therefore has $G(k_n)<G(0)$, and within this model stripes of any finite width lower the electrostatic energy.

For $w=5$ nm, summing the first 20,000 odd harmonics numerically gives $U_{\rm s}=0.072\ \mathrm{J/m^2}$, which is 35% of the uniform value. The walls between stripes cost energy too. There is one wall of height $t_f$ per width $w$, hence a wall area $t_f/w$ per unit film area. With wall energy $\gamma$ per wall area, the stripes win if

$$\gamma<\frac{(U-U_{\rm s})w}{t_f}=\frac{(0.2091-0.0724)\times5}{10}\ \mathrm{J/m^2}=0.068\ \mathrm{J/m^2}.$$

This compares two states with the same $P$, and with no interface charge in either. It does not say whether the film can reach the striped state in a given time, nor that 5 nm is the best width. Nor do stripes bring the fields at the interface within the limits of (c). Equation (1) holds at each point of an uncharged interface and demands $\varepsilon_dE_d-\varepsilon_fE_f=P/\varepsilon_0=226$ MV/cm in magnitude, whereas fields of 10 and 1 MV/cm give at most $39+30=69$ MV/cm. At the middle of a 5 nm stripe the fields at the interface are about 20 MV/cm in the dielectric and about 5 MV/cm in the ferroelectric, so the assumption of fixed $P$ cannot be relied on there either. Trapped interface charge would lower the energy of the uniform state and so weaken the drive towards stripes.
